# Rowe's Equation of Motion and the RPA on a Hartree–Fock Determinant: a program that tests the result

```python
"""Rowe's equation of motion and its RPA limit, tested on LiH in a small basis.

Exact statement: if Q+|0> = |v> and Q|0> = 0, then for every operator R
    <0|[R,[H,Q+]]|0> = w <0|[R,Q+]|0>,   w = E_v - E_0.
RPA: Q+ = sum X_ai O+_ai - Y_ai O_ai with O+_ai = a+_a a_i, and averages on
the Hartree-Fock determinant. Claimed matrices (i,j occupied; a,b empty):
    A = f_ab d_ij - f_ij d_ab + <aj||ib>,   B = <ab||ij>.
Double commutators are evaluated with operator matrices in the space of all
four-electron determinants. Spin orbital number = 2*orbital + spin.
Atomic units are used unless a label says otherwise.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigh
from scipy.sparse import csr_matrix
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, ao2mo

hartree_in_ev = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)
bond = 1.60
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, bond)]],
            basis="sto-3g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-8
mf.kernel()
n_orb, n_elec = mol.nao, mol.nelectron
n_occ = n_elec // 2
e_nuc = mol.energy_nuc()

# ---------- determinants and one-body operators a+_p a_q ----------
dets = [sum(1 << k for k in occ)
        for occ in combinations(range(2 * n_orb), n_elec)]
position = {d: k for k, d in enumerate(dets)}
dim = len(dets)
phi = np.zeros(dim)
phi[position[(1 << n_elec) - 1]] = 1.0


def hop(p, q):
    """Matrix of a+_p a_q between all determinants."""
    rows, cols, signs = [], [], []
    for col, det in enumerate(dets):
        if (det >> q) & 1:
            rest = det ^ (1 << q)
            if not (rest >> p) & 1:
                parity = (bin(rest & ((1 << q) - 1)).count("1")
                          + bin(rest & ((1 << p) - 1)).count("1"))
                rows.append(position[rest | (1 << p)])
                cols.append(col)
                signs.append((-1.0) ** parity)
    return csr_matrix((signs, (rows, cols)), shape=(dim, dim))


hops = {(p, q): hop(p, q) for p in range(2 * n_orb) for q in range(2 * n_orb)}
spin_sum = {(p, q): (hops[2 * p, 2 * q] + hops[2 * p + 1, 2 * q + 1]).tocsr()
            for p in range(n_orb) for q in range(n_orb)}
spin_sum_dense = np.array([[spin_sum[p, q].toarray() for q in range(n_orb)]
                           for p in range(n_orb)])


def one_body(matrix):
    return np.tensordot(matrix, spin_sum_dense, axes=([0, 1], [0, 1]))


def integrals(coeff):
    """Core, repulsion (pq|rs), Fock and z integrals, determinant energy."""
    core = coeff.T @ mf.get_hcore() @ coeff
    eri = ao2mo.restore(1, ao2mo.kernel(mol, coeff), n_orb)
    occ = slice(0, n_occ)
    fock = (core + 2 * np.einsum("pqii->pq", eri[:, :, occ, occ])
            - np.einsum("piiq->pq", eri[:, occ, occ, :]))
    z = coeff.T @ mol.intor("int1e_r")[2] @ coeff
    energy = np.trace(core[occ, occ]) + np.trace(fock[occ, occ]) + e_nuc
    return core, eri, fock, z, energy


def hamiltonian(core, eri):
    ham = one_body(core - 0.5 * np.einsum("pqqs->ps", eri))
    inner = np.tensordot(eri, spin_sum_dense, axes=([2, 3], [0, 1]))
    for p in range(n_orb):
        for q in range(n_orb):
            ham += 0.5 * (spin_sum[p, q] @ inner[p, q])
    return ham


def comm(a, b):
    return a @ b - b @ a


def eom_matrices(ham, state, excitations):
    """M = <[W+,[H,W']]> and N = <[W+,W']> for W in (O+ set, O set)."""
    ops = list(excitations) + [o.T.tocsr() for o in excitations]
    h_state = ham @ state
    right = np.column_stack([o @ state for o in ops])
    left = np.column_stack([o.T @ state for o in ops])
    u = ham @ right - np.column_stack([o @ h_state for o in ops])
    v = np.column_stack([o.T @ h_state for o in ops]) - ham @ left
    return right.T @ u - left.T @ v, right.T @ right - left.T @ left


def positive_roots(m, n):
    """Positive w of M x = w N x for positive definite M, with x.N.x = 1."""
    lam, vec = eigh((n + n.T) / 2, (m + m.T) / 2)
    keep = np.where(lam > 1e-10)[0][::-1]
    return 1 / lam[keep], vec[:, keep] / np.sqrt(lam[keep])


pairs = [(a, i) for a in range(n_elec, 2 * n_orb) for i in range(n_elec)]
n_pairs = len(pairs)
all_excitations = [hops[pair] for pair in pairs]


def formula_matrices(eri, fock):
    """A and B from Fock and antisymmetrized repulsion integrals."""
    def f(p, q):
        return fock[p // 2, q // 2] * (p % 2 == q % 2)

    def anti(p, q, r, s):
        direct = eri[p // 2, r // 2, q // 2, s // 2]
        exchange = eri[p // 2, s // 2, q // 2, r // 2]
        return (direct * (p % 2 == r % 2 and q % 2 == s % 2)
                - exchange * (p % 2 == s % 2 and q % 2 == r % 2))
    a_mat = np.array([[(i == j) * f(a, b) - (a == b) * f(i, j)
                       + anti(a, j, i, b) for b, j in pairs]
                      for a, i in pairs])
    b_mat = np.array([[anti(a, b, i, j) for b, j in pairs] for a, i in pairs])
    return a_mat, b_mat


# ---------- Hamiltonian and exact states in the basis ----------
coeff = mf.mo_coeff
core, eri, fock, z_mat, e_hf = integrals(coeff)
ham = hamiltonian(core, eri)
assert abs(phi @ ham @ phi + e_nuc - mf.e_tot) < 1e-8
levels, states = np.linalg.eigh(ham)
ground = states[:, 0]
e_fci = levels[0] + e_nuc
assert abs(e_fci - fci.FCI(mf).kernel()[0]) < 1e-7
assert levels[1] - levels[0] > 1e-3

# ---------- exact equation of motion, and its failure without Q|0> = 0 ----
nu, mu, admixture = 9, 5, 0.3
w_nu, w_mu = levels[nu] - levels[0], levels[mu] - levels[0]
test_op = rng.normal(size=(dim, dim))
creator = np.outer(states[:, nu], ground)


def eom_defect(q):
    return (ground @ comm(test_op, comm(ham, q)) @ ground
            - w_nu * (ground @ comm(test_op, q) @ ground))


assert abs(ground @ comm(test_op, creator) @ ground) > 1e-3
assert abs(eom_defect(creator)) < 1e-8
spoiled = creator + admixture * np.outer(ground, states[:, mu])
expected = admixture * (w_mu + w_nu) * (states[:, mu] @ test_op @ ground)
assert abs(expected) > 1e-4
assert abs(eom_defect(spoiled) - expected) < 1e-8

# ---------- complete operator space of a four-level system ----------
small_levels = np.array([0.0, 1.0, 2.2, 3.7])
rotation = np.linalg.qr(rng.normal(size=(4, 4)))[0]
small_h = rotation @ np.diag(small_levels) @ rotation.T
small_g = rotation[:, 0]
units = [np.outer(np.eye(4)[k], np.eye(4)[m])
         for k in range(4) for m in range(4)]
small_m = np.array([[small_g @ comm(r.T, comm(small_h, q)) @ small_g
                     for q in units] for r in units])
small_n = np.array([[small_g @ comm(r.T, q) @ small_g
                     for q in units] for r in units])
roots = np.linalg.eigvals(np.linalg.pinv(small_n, rcond=1e-8) @ small_m)
roots = roots[np.argsort(-abs(roots))]
gaps = small_levels[1:] - small_levels[0]
assert np.allclose(np.sort(roots[:6].real), np.sort(np.r_[gaps, -gaps]),
                   atol=1e-7)
assert np.max(abs(roots[6:])) < 1e-4

# ---------- double commutators on the Hartree-Fock determinant ----------
m_hf, n_hf = eom_matrices(ham, phi, all_excitations)
a_mat, b_mat = formula_matrices(eri, fock)
assert np.allclose(m_hf, np.block([[a_mat, -b_mat], [-b_mat, a_mat]]),
                   atol=1e-8)
assert np.allclose(n_hf, np.diag([1.0] * n_pairs + [-1.0] * n_pairs))
stability = np.linalg.eigvalsh((m_hf + m_hf.T) / 2)[0]
assert stability > 0
w_all, x_all = positive_roots(m_hf, n_hf)
textbook = np.linalg.eigvals(np.block([[a_mat, b_mat], [-b_mat, -a_mat]]))
assert np.max(abs(textbook.imag)) < 1e-6
assert np.allclose(np.sort(textbook.real)[n_pairs:], w_all, atol=1e-6)
brillouin = max(abs(phi @ (ham @ (o @ phi))) for o in all_excitations)
assert brillouin < 1e-6

# a general state makes the two nestings of the commutator differ
random_state = rng.normal(size=dim)
random_state /= np.linalg.norm(random_state)
m_random, _ = eom_matrices(ham, random_state, all_excitations)
assert np.max(abs(m_random - m_random.T)) > 1e-4

# ---------- symmetry labels ----------
p_xy = [k for k, label in enumerate(mol.ao_labels())
        if "px" in label or "py" in label]
pi_orbs = [k for k in range(n_orb) if np.sum(coeff[p_xy, k] ** 2) > 0.5]
assert len(pi_orbs) == 2 and min(pi_orbs) >= n_occ
sigma_virtuals = [k for k in range(n_occ, n_orb) if k not in pi_orbs]
raising = sum(hops[2 * p, 2 * p + 1] for p in range(n_orb)).toarray()
s_z = np.array([0.5 * sum((1 if k % 2 == 0 else -1)
                          for k in range(2 * n_orb) if (d >> k) & 1)
                for d in dets])
spin_sq = raising.T @ raising + np.diag(s_z * (s_z + 1))
turn = spin_sum_dense[pi_orbs[0], pi_orbs[1]]
turn = turn - turn.T
state_spin = np.einsum("kn,kn->n", states, spin_sq @ states)
state_axial = np.sum((turn @ states) ** 2, axis=0)


def adapted(spin, virtuals):
    sign = 1 if spin == "singlet" else -1
    return [((hops[2 * a, 2 * i] + sign * hops[2 * a + 1, 2 * i + 1])
             / np.sqrt(2)).tocsr() for a in virtuals for i in range(n_occ)]


# ---------- four symmetries, four levels of treatment ----------
results, union = {}, []
for spin, spin_value in (("singlet", 0), ("triplet", 2)):
    for shape, axial in (("Sigma", 0), ("Pi", 1)):
        virtuals = sigma_virtuals if shape == "Sigma" else pi_orbs[:1]
        ops = adapted(spin, virtuals)
        size = len(ops)
        m, n = eom_matrices(ham, phi, ops)
        w, x = positive_roots(m, n)
        copies = (1 if spin == "singlet" else 3) * (1 if axial == 0 else 2)
        union += list(w) * copies
        tda = np.linalg.eigvalsh(m[:size, :size])[0]
        m_ex, n_ex = eom_matrices(ham, ground, ops)
        assert np.allclose(m_ex, m_ex.T, atol=1e-8)
        repaired = positive_roots(m_ex, n_ex)[0][0]
        match = [k for k in range(1, dim)
                 if abs(state_spin[k] - spin_value) < 1e-4
                 and abs(state_axial[k] - axial) < 1e-4]
        exact = levels[match[0]] - levels[0]
        assert w[0] <= tda + 1e-9
        assert repaired >= exact - 1e-8
        results[spin + " " + shape] = (exact, w[0], tda, repaired,
                                       np.sum(x[size:, 0] ** 2))
        if (spin, shape) == ("singlet", "Pi"):
            a_pi, b_pi = m[:size, :size], -m[:size, size:]
            w_pi, x_pi = w, x[:, 0]
assert np.allclose(np.sort(union), w_all, atol=1e-6)

# two-pair block solved through the product of matrices
squares = np.sort(np.linalg.eigvals((a_pi - b_pi) @ (a_pi + b_pi)).real)
assert np.allclose(np.sqrt(squares), w_pi, atol=1e-7)
hole, part = n_occ - 1, pi_orbs[0]
gap = fock[part, part] - fock[hole, hole]
exchange_int = eri[part, hole, part, hole]
coulomb_int = eri[part, part, hole, hole]
assert abs(a_pi[1, 1] - (gap + 2 * exchange_int - coulomb_int)) < 1e-8
assert abs(b_pi[1, 1] - exchange_int) < 1e-8

# ---------- energy curvature and dipole sum rule ----------
target = sigma_virtuals[0]


def rotated(angle):
    new = coeff.copy()
    new[:, hole] = np.cos(angle) * coeff[:, hole] + np.sin(angle) * coeff[:, target]
    new[:, target] = np.cos(angle) * coeff[:, target] - np.sin(angle) * coeff[:, hole]
    return new


step = 2e-3
curvature = (integrals(rotated(step))[4] + integrals(rotated(-step))[4]
             - 2 * e_hf) / step ** 2
kappa = np.array([float(a // 2 == target and i // 2 == hole and a % 2 == i % 2)
                  for a, i in pairs])
assert abs(curvature - 2 * kappa @ (a_mat + b_mat) @ kappa) < 1e-4


def ph_vector(matrix):
    return np.array([matrix[a // 2, i // 2] * (a % 2 == i % 2)
                     for a, i in pairs])


def half_double_commutator(h_op, f_op):
    return 0.5 * (phi @ comm(f_op, comm(h_op, f_op)) @ phi)


moments = ph_vector(z_mat) @ (x_all[:n_pairs] - x_all[n_pairs:])
sum_rpa = np.sum(w_all * moments ** 2)
sum_commutator = half_double_commutator(ham, one_body(z_mat))
assert abs(sum_rpa - sum_commutator) < 1e-6

# a determinant that is not stationary: same A and B formulas, broken sum rule
core2, eri2, fock2, z2, e_det2 = integrals(rotated(0.2))
ham2 = hamiltonian(core2, eri2)
m2, _ = eom_matrices(ham2, phi, all_excitations)
a2, b2 = formula_matrices(eri2, fock2)
assert np.max(abs(fock2[n_occ:, :n_occ])) > 1e-3
assert np.allclose(m2, np.block([[a2, -b2], [-b2, a2]]), atol=1e-8)
z_ph = z2.copy()
z_ph[:n_occ, :n_occ] = 0
z_ph[n_occ:, n_occ:] = 0
ph_sum2 = ph_vector(z2) @ (a2 - b2) @ ph_vector(z2)
full_sum2 = half_double_commutator(ham2, one_body(z2))
predicted = 0.5 * (phi @ comm(ham2, comm(one_body(z_ph), one_body(z2 - z_ph)))
                   @ phi)
assert abs(predicted) > 1e-4
assert abs(full_sum2 - ph_sum2 - predicted) < 1e-8

# ---------- output ----------
print(f"LiH distance: {bond:.2f} angstrom, basis STO-3G")
print(f"orbitals {n_orb}, electrons {n_elec}, determinants {dim}")
print(f"spin-orbital particle-hole pairs: {n_pairs}")
print(f"Hartree-Fock energy: {e_hf:.6f} hartree")
print(f"full-CI energy: {e_fci:.6f} hartree")
print(f"lowest eigenvalue of double-commutator matrix: {stability:.5f} hartree")
print("Singlet Pi block, pair 1 = 1sigma->pi, pair 2 = 2sigma->pi (hartree)")
print(f"orbital gap of pair 2: {gap:.6f}")
print(f"integral (ai|ai) of pair 2: {exchange_int:.6f}")
print(f"integral (aa|ii) of pair 2: {coulomb_int:.6f}")
print(f"A11 {a_pi[0, 0]:.6f}  A12 {a_pi[0, 1]:.6f}  A22 {a_pi[1, 1]:.6f}")
print(f"B11 {b_pi[0, 0]:.6f}  B12 {b_pi[0, 1]:.6f}  B22 {b_pi[1, 1]:.6f}")
print(f"eigenvalues of (A-B)(A+B): {squares[0]:.6f}, {squares[1]:.6f} hartree^2")
print(f"RPA roots: {w_pi[0]:.6f}, {w_pi[1]:.6f} hartree")
phase = np.sign(x_pi[1])
print(f"lower root X1, X2: {phase * x_pi[0]:.5f}, {phase * x_pi[1]:.5f}")
print(f"lower root Y1, Y2: {-phase * x_pi[2]:.5f}, {-phase * x_pi[3]:.5f}")
print("Lowest excitation energies (hartree)")
print("FCI = full CI, TDA = Y set to zero, PHX = ph operators on FCI state")
for name, (exact, rpa, tda, repaired, _) in results.items():
    print(f"{name}: FCI {exact:.5f} RPA {rpa:.5f} TDA {tda:.5f} PHX {repaired:.5f}")
for name, values in results.items():
    print(f"{name}: sum of Y^2 = {values[4]:.6f}")
for name, values in results.items():
    print(f"{name}: FCI {values[0] * hartree_in_ev:.3f} eV, "
          f"RPA {values[1] * hartree_in_ev:.3f} eV")
print("Dipole sum rule along the bond (atomic units)")
print(f"RPA sum of w*|z|^2: {sum_rpa:.6f}")
print(f"half double commutator on HF determinant: {sum_commutator:.6f}")
print(f"complete-basis value N/2: {n_elec / 2:.1f}")
print("Determinant with 2sigma and 3sigma mixed by 0.2 rad (atomic units)")
print(f"energy above Hartree-Fock: {e_det2 - e_hf:.6f} hartree")
print(f"particle-hole sum: {ph_sum2:.6f}")
print(f"half double commutator: {full_sum2:.6f}")
print(f"predicted difference: {predicted:.6f}")
print("every check passed")
```

Running it gives:

```
LiH distance: 1.60 angstrom, basis STO-3G
orbitals 6, electrons 4, determinants 495
spin-orbital particle-hole pairs: 32
Hartree-Fock energy: -7.861865 hartree
full-CI energy: -7.882324 hartree
lowest eigenvalue of double-commutator matrix: 0.08367 hartree
Singlet Pi block, pair 1 = 1sigma->pi, pair 2 = 2sigma->pi (hartree)
orbital gap of pair 2: 0.449212
integral (ai|ai) of pair 2: 0.023423
integral (aa|ii) of pair 2: 0.270171
A11 2.136020  A12 0.019333  A22 0.225886
B11 0.009818  B12 0.007488  B22 0.023423
eigenvalues of (A-B)(A+B): 0.050384, 4.563211 hartree^2
RPA roots: 0.224463, 2.136167 hartree
lower root X1, X2: -0.00991, 1.00130
lower root Y1, Y2: -0.00271, -0.05180
Lowest excitation energies (hartree)
FCI = full CI, TDA = Y set to zero, PHX = ph operators on FCI state
singlet Sigma: FCI 0.13291 RPA 0.16366 TDA 0.16523 PHX 0.19540
singlet Pi: FCI 0.18513 RPA 0.22446 TDA 0.22569 PHX 0.25124
triplet Sigma: FCI 0.11566 RPA 0.11830 TDA 0.12925 PHX 0.14631
triplet Pi: FCI 0.16574 RPA 0.17747 TDA 0.17903 PHX 0.20182
singlet Sigma: sum of Y^2 = 0.002736
singlet Pi: sum of Y^2 = 0.002690
triplet Sigma: sum of Y^2 = 0.036062
triplet Pi: sum of Y^2 = 0.004334
singlet Sigma: FCI 3.617 eV, RPA 4.453 eV
singlet Pi: FCI 5.038 eV, RPA 6.108 eV
triplet Sigma: FCI 3.147 eV, RPA 3.219 eV
triplet Pi: FCI 4.510 eV, RPA 4.829 eV
Dipole sum rule along the bond (atomic units)
RPA sum of w*|z|^2: 0.700484
half double commutator on HF determinant: 0.700484
complete-basis value N/2: 2.0
Determinant with 2sigma and 3sigma mixed by 0.2 rad (atomic units)
energy above Hartree-Fock: 0.016366 hartree
particle-hole sum: 0.855007
half double commutator: 0.572644
predicted difference: -0.282364
every check passed
```
